# Why the OEP energy can equal Hartree–Fock in a finite basis

**Question**

My exchange-only optimized effective potential (OEP) code expands the orbitals in a Gaussian basis and the potential in a second basis. OEP minimizes the Hartree–Fock (HF) energy expression over determinants that come from a local potential, so I expect the energy to lie above the HF energy of the same orbital basis. When I enlarge the potential basis, the difference goes to zero and the potential looks wrong. Is this a bug, or is my expectation false?

**Answer**

It need not be a bug. The OEP energy is never below $E_{\rm HF}$, but in a finite orbital basis it need not be above it. The construction below gives local potentials that return $E_{\rm HF}$ exactly.

**Conventions.** Atomic units, closed shell, $N$ electrons, real orbitals, $M$ basis functions. The canonical restricted HF orbitals are $\phi_i,\phi_j$ (occupied) and $\phi_a,\phi_b$ (virtual); $p,q,r,s$ run over all. I assume that the HF solution is the unique global minimum among closed-shell determinants in the basis. The Fock operator is $F=T+v_{\rm ext}+v_H-K$, with
$$K\phi_i=\sum_j\phi_jV_{ji},\qquad V_{ij}(\mathbf r)=\int\frac{\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.$$
Any local potential can be written $v=v_{\rm ext}+v_H+v_x$ with $v_H$ built from the HF density; this defines $v_x$. Then $H=T+v=F+(v_x+K)$. $E[v]$ is the HF energy expression on the determinant of the $N/2$ lowest eigenvectors of the matrix of $H$ (aufbau), and $E_{\rm OEP}$ is its minimum over the potential space.

The example is linear H$_4$ with spacing $R=1.8$ bohr in the 6-31G basis: $M=8$, $N=4$, $E_{\rm HF}=-2.168767$ Eh $=-59.015$ eV. The program and its output follow this answer.

**The bound and the condition for equality**

Every determinant built from a $v$ is a closed-shell determinant in the basis, so $E[v]\ge E_{\rm HF}$. By uniqueness, equality requires that its occupied space be the HF one, so that space must be invariant under the matrix of $H$, that is $H_{ai}=0$. Since $F_{ai}=0$ at the HF solution,
$$R_{ai}\equiv H_{ai}=\langle\phi_a|v_x+K|\phi_i\rangle=0 .$$
Conversely, if $R=0$ the matrix is block diagonal, and if the lowest virtual-block eigenvalue lies above the highest occupied-block eigenvalue (a positive gap), aufbau picks the HF space and $E[v]=E_{\rm HF}$. These are finitely many linear conditions, $2\times6=12$ here, on a function.

A small residual costs energy at second order. Let the occupied eigenvectors span $\phi_i+\sum_a\kappa_{ai}\phi_a$. Invariance of that span means $H_{oo}+R^T\kappa=\Omega$ and $R+H_{vv}\kappa=\kappa\Omega$ for some matrix $\Omega$. Inserting the first into the second and dropping $\kappa R^T\kappa$, which is third order, gives $H_{vv}\kappa-\kappa H_{oo}=-R$. The energy is quadratic in the projector $P$ on the occupied space,
$$E=2\,{\rm tr}\,hP+\sum P_{pq}P_{rs}\,[2(pq|rs)-(pr|qs)]+E_{\rm nuc},$$
with $h=T+v_{\rm ext}$, so exactly $\Delta E=2\,{\rm tr}\,F\delta P+\sum\delta P_{pq}\delta P_{rs}[2(pq|rs)-(pr|qs)]$. To second order, $P^2=P$ fixes $\delta P_{ai}=\delta P_{ia}=\kappa_{ai}$, $\delta P_{ab}=\sum_i\kappa_{ai}\kappa_{bi}$ and $\delta P_{ij}=-\sum_a\kappa_{ai}\kappa_{aj}$. With $F$ diagonal the first term is $2\sum(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2$. In the second term $(pq)$ is $(ai)$ or $(ia)$ and $(rs)$ is $(bj)$ or $(jb)$. The four choices give $8(ai|bj)$ from the Coulomb part, and $-(ab|ij)$ twice and $-(aj|bi)$ twice from the exchange part. Hence
$$\Delta E\simeq2\kappa^TW\kappa,\qquad W_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|bi).$$
Here the lowest eigenvalue of $W$ is $0.438$ Eh, so the HF point is a strict local minimum. That it is global remains an assumption; the lowest of 400 random potentials lies 15.0 mEh above $E_{\rm HF}$, which is consistent with it and proves nothing.

**Solving $R=0$**

Take the Fermi–Amaldi reference $v_{\rm FA}=-v_H/N$ and $v_x=v_{\rm FA}+\delta v$. Label products by $P=(pq)$, $f_P=\phi_p\phi_q$, and define
$$G_{PQ}=\int f_Pf_Q\,d^3r,\qquad t_P=\langle\phi_p|-K-v_{\rm FA}|\phi_q\rangle .$$
Because $\delta v$ is multiplicative, $\langle\phi_a|\delta v|\phi_i\rangle=\int f_{ai}\,\delta v$, and $R=0$ reads $\int f_P\,\delta v=t_P$ for the occupied–virtual (ov) products. Put $\delta v=\sum_Qd_Qf_Q$; the conditions become $Gd=t$. If the ov products are linearly independent, $d^TGd=\int(\sum d_Pf_P)^2>0$ for $d\neq0$, so $G$ is invertible and a solution exists.

Any $w$ orthogonal to all ov products may be added without changing $R$, and such $w$ form an infinite-dimensional space. Since $\|\delta v+w\|^2=\|\delta v\|^2+\|w\|^2$, the solution with $w=0$ has the least norm. With eigenpairs $Gu_k=\lambda_ku_k$,
$$\|\delta v\|^2=d^TGd=t^TG^{-1}t=\sum_k\frac{(u_k\cdot t)^2}{\lambda_k}.$$
A small $\lambda_k$ is a near-dependence: the unit-norm function $\sum_Pu_{kP}f_P/\sqrt{\lambda_k}$ has overlap only $\sqrt{\lambda_k}\,u_{kP}$ with $f_P$. The ov conditions hardly see it, so it must enter with amplitude $(u_k\cdot t)/\sqrt{\lambda_k}$.

**Growing the potential basis**

$K$ and $v_{\rm FA}$ are even under inversion, so $t_P=0$ for odd products, and six even ov products remain. Use the nested basis $g_k=\sum_Pu_{kP}f_P/\lambda_k$ in order of falling $\lambda_k$, for which $\int f_Pg_k=u_{kP}$ and $\|g_k\|^2=1/\lambda_k$. Minimize $E$ over $\delta v=\sum b_kg_k$. With eigenvectors $\psi$ and eigenvalues $e$ of the current $H$, first-order perturbation theory gives $\delta\kappa_{ai}=\langle\psi_a|g_k|\psi_i\rangle\,\delta b_k/(e_i-e_a)$, and $\delta E=2\,{\rm tr}\,\tilde F\delta P=4\sum\tilde F_{ai}\delta\kappa_{ai}$, where $\tilde F$ is the Fock matrix of the current determinant. The program tests this gradient against finite differences.

| functions | $\lambda_k$ (bohr$^{-3}$) | $E-E_{\rm HF}$ (Eh) | $\Vert\delta v\Vert$ (Eh bohr$^{3/2}$) |
|---|---|---|---|
| 0 | | $2.45\times10^{-2}$ | 0 |
| 1 | $5.4\times10^{-2}$ | $2.17\times10^{-2}$ | 0.15 |
| 2 | $3.1\times10^{-2}$ | $6.17\times10^{-3}$ | 0.49 |
| 3 | $4.2\times10^{-3}$ | $6.17\times10^{-3}$ | 0.49 |
| 4 | $2.8\times10^{-3}$ | $4.20\times10^{-4}$ | 0.83 |
| 5 | $1.2\times10^{-3}$ | $8.27\times10^{-5}$ | 0.87 |
| 6 | $3.3\times10^{-5}$ | rounding level | 1.38 |

Your expectation holds while the potential basis is too small to meet all six conditions; the reference alone lies 0.666 eV above $E_{\rm HF}$. With six functions the minimizer lands on the linear solution $b=(u_k\cdot t)$, whose gap of 0.288 Eh is positive, and the difference vanishes. The third function gains nothing at the digits shown, so a plateau is no sign of convergence.

This least-norm solution has norm 1.38 Eh bohr$^{3/2}$, far below the norms met in the next section, so reaching $E_{\rm HF}$ does not force a correction of large norm in so small a basis; its pointwise shape was not computed. From STO-3G through 6-31G to 6-311G the smallest ov eigenvalue falls from $3.2\times10^{-3}$ through $2.1\times10^{-5}$ to $6.5\times10^{-7}$ bohr$^{-3}$, a factor of about 5000, whose square root is about 70. These minima run over all ov products, odd ones included. In 6-31G the smallest belongs to an odd mode, on which $t$ vanishes by symmetry, and the smallest even value is the $3.3\times10^{-5}$ of the table; the parity in the other two bases was not determined. The norm grows only from 0.78 through 1.38 to 2.11 Eh bohr$^{3/2}$, a factor 2.7, and the norm formula bounds the weight of $t$ on any mode by $|u_k\cdot t|\le\Vert\delta v\Vert\sqrt{\lambda_k}$, which is at most $2.113\times\sqrt{6.479\times10^{-7}}=1.7\times10^{-3}$ Eh for the weakest 6-311G mode. These $s$-only bases do not approach completeness. In this example the large norms come in through the freedom $w$, which the energy does not restrain while the gap stays positive.

**Wild potentials with the same energy**

If all $M(M+1)/2=36$ products were independent, $Gd=t$ on all of them would make the matrix of $v_x$ equal to that of $-K$, so $H=F$. Here they are not. Let $\chi_A$ be the normalized diffuse function on atom $A$, with exponent $\alpha$. Completing the square gives $\chi_A\chi_B\propto e^{-\alpha R_{AB}^2/2}e^{-2\alpha|\mathbf r-\mathbf m_{AB}|^2}$, with $\mathbf m_{AB}$ the midpoint. Pairs 14 and 23 share a midpoint, with $R_{14}=3R$ and $R_{23}=R$, so $\chi_1\chi_4=r\chi_2\chi_3$ with
$$r=e^{-\alpha(9-1)R^2/2}=e^{-4\times0.161278\times3.24}=e^{-2.0902}=0.1237 .$$
Every local operator then obeys $v_{14}=rv_{23}$. The Coulomb matrix does so to rounding, while $K_{14}-rK_{23}=1.36$ mEh. The whole Fock matrix cannot be reproduced.

One can still impose the 15 occupied–occupied (oo) and ov elements exactly and the 21 virtual–virtual (vv) elements softly. Minimize $\|\delta v\|^2+\eta^{-1}\sum_{P\in vv}(t_P-\int f_P\delta v)^2$ subject to $\int f_P\delta v=t_P$ for the hard products, with multipliers $2d_P$. Setting the functional derivative to zero gives
$$2\,\delta v-\frac2\eta\sum_{P\in vv}\Big(t_P-\int f_P\delta v\Big)f_P-2\sum_{P\,\rm hard}d_Pf_P=0 .$$
Define $d_P=(t_P-\int f_P\delta v)/\eta$ for vv products. Then $\delta v=\sum d_Pf_P$ and $\int f_P\delta v=(Gd)_P$, so the definition and the constraints combine into
$$(G+\eta\Lambda)d=t,$$
with $\Lambda$ diagonal, 1 on vv products and 0 otherwise. The matrix is positive definite if the hard products are independent: $d^TGd+\eta|d_{vv}|^2=0$ forces $d_{vv}=0$ and then $d=0$. For every $\eta$, $H_{ai}=0$ and $H_{ij}=\varepsilon_i\delta_{ij}$, so the HF occupied orbitals and eigenvalues are reproduced in the gauge fixed by these constraints.

The norm cannot fall as $\eta$ falls. Let $n=\|\delta v\|^2$ and let $S$ be the vv sum, at the minimizers for $\eta_1<\eta_2$. Optimality gives $\eta_1n_1+S_1\le\eta_1n_2+S_2$ and $\eta_2n_2+S_2\le\eta_2n_1+S_1$. Adding them gives $(\eta_2-\eta_1)(n_2-n_1)\le0$. The span is finite, so the norm stays bounded as $\eta\to0$.

The program takes $d$ from analytic integrals, integrates each $\delta v$ again on a grid, and diagonalizes. Range and extrema refer to $v_x$ on the axis, $|z|\le6$ bohr, sampled every 0.02 bohr, so the last digit of a sharp extreme depends on the sampling; $v_{\rm FA}$ has minimum $-0.60$ Eh and 3 extrema.

| $\eta$ (bohr$^{-3}$) | $\Vert\delta v\Vert$ (Eh bohr$^{3/2}$) | range (Eh) | extrema | gap (Eh) |
|---|---|---|---|---|
| $10^{-2}$ | 35.1 | $-22$ to 20 | 11 | 0.356 |
| $10^{-4}$ | 63.9 | $-85$ to 37 | 9 | 0.415 |
| $10^{-6}$ | 181 | $-455$ to 139 | 13 | 0.422 |
| $10^{-8}$ | 510 | $-1305$ to 301 | 17 | 0.375 |

All four gaps are positive, and all four energies pass the test $|E-E_{\rm HF}|<10^{-10}$ Eh. The last potential is $1305/0.6027\approx2200$ times as deep as the reference and has $510.1/1.379\approx370$ times the least norm. It differs from the third by up to 851 Eh on the axis, a difference orthogonal to all 15 hard products. On the axis these potentials reach large values of both signs, whose contributions to a matrix element can cancel; the counts of extrema are observed, not derived, and are not monotonic. Neither is the gap, which stays below the HF gap of 0.567 Eh. The norm of 35 at $\eta=10^{-2}$ bohr$^{-3}$ is already far above 1.38; the calculation does not separate the shares of the oo constraints and the vv term.

The last potential also tests the second-order formula. Scaling $\delta v$ by 0.99 leaves $R=-0.01\,t$. The exact cost is $1.39110\times10^{-6}$ Eh and $2\kappa^TW\kappa=1.39120\times10^{-6}$ Eh, a difference of $7\times10^{-5}$ relative to the exact cost.

**Where strict inequality holds**

In a complete basis the construction fails, because the products become dependent: for suitable $g$, $\phi_1\,(\phi_2g)=\phi_2\,(\phi_1g)$, and each bracket can be chosen orthogonal to the occupied space and expanded in virtuals. Invariance becomes pointwise, $(v_x+K)\phi_i=\sum_j\mu_{ij}\phi_j$ with $\mu$ symmetric.

Take $\phi_1$ even, $\phi_2$ odd, and let $\bar v_x$ be the inverted potential. $K\phi_i$ has the parity of $\phi_i$. Subtracting the inverted first equation from the first gives $(v_x-\bar v_x)\phi_1=2\mu_{12}\phi_2$. Inverting the second, changing its overall sign and subtracting gives $(v_x-\bar v_x)\phi_2=2\mu_{12}\phi_1$. Cross-multiplying gives $\mu_{12}(\phi_2^2-\phi_1^2)=0$, so $\mu_{12}=0$, as $\phi_1^2\ne\phi_2^2$. Then $v_x=\mu_{11}-K\phi_1/\phi_1=\mu_{22}-K\phi_2/\phi_2$. With $K\phi_1=V_{11}\phi_1+V_{12}\phi_2$ and $K\phi_2=V_{12}\phi_1+V_{22}\phi_2$,
$$D(\mathbf r)=V_{11}-V_{22}+V_{12}\Big(\frac{\phi_2}{\phi_1}-\frac{\phi_1}{\phi_2}\Big)=\mu_{11}-\mu_{22}$$
must be constant.

A leading-order asymptotic argument excludes this. At large $r$, $V_{12}\simeq d\cos\theta/r^2$ with $d$ the transition dipole, assumed nonzero. The potentials $v_{\rm ext}+v_H$, $V_{11}$ and $V_{22}$ vanish there, so the HF equations reduce to $(T-\varepsilon_1)\phi_1\simeq V_{12}\phi_2$ and $T\phi_2\simeq\varepsilon_2\phi_2$. Try $\phi_1=\gamma\phi_2$ with $\gamma$ a power of $r$; derivatives of $\gamma$ are smaller by $1/r$, so $(\varepsilon_2-\varepsilon_1)\gamma=V_{12}$. The homogeneous solution decays exponentially faster because $\varepsilon_1<\varepsilon_2$, and the dropped source $V_{12}\phi_1\sim\phi_2/r^4$ is indeed negligible. Hence $V_{12}\phi_2/\phi_1\to\varepsilon_2-\varepsilon_1$ and $V_{12}\phi_1/\phi_2\to0$ away from nodes, so $\mu_{11}-\mu_{22}=\varepsilon_2-\varepsilon_1$. The eigenvalues of $H=F+(v_x+K)$ are $\varepsilon_i+\mu_{ii}$, and this relation makes them equal. The two lowest states of $T+v$ would be degenerate. That is impossible for a local potential regular enough to have a ground state of one sign, since every ground state can then be taken positive and two positive functions are not orthogonal. So $E_{\rm OEP}>E_{\rm HF}$, provided the OEP minimum is attained by such a potential.

The program does not test the asymptotics, which Gaussian tails cannot show; it tests whether $D$ is constant at finite distance. At $z=0.3,\,1.8,\,2.2,\,3.6$ bohr, cc-pVQZ orbitals give $D=0.003,\,0.080,\,0.112,\,0.116$ Eh. The spread of 0.113 Eh is about a hundred times the largest change from cc-pVTZ, 0.001 Eh. The third decimal is not converged: cc-pV5Z orbitals shift the values by up to 0.0007 Eh and turn the last into 0.115 Eh, which leaves the spread at 0.112 Eh. This is evidence from finite bases, not a proof for the limit.

With one doubly occupied orbital there is nothing to reconcile: $K\phi_1=V_{11}\phi_1$, so $v_x=-V_{11}=-v_H/2$ and $E_{\rm OEP}=E_{\rm HF}$ in any orbital basis in which the gap of this potential is positive, provided the potential space contains it ($v_{\rm FA}$ is this potential for $N=2$).

**For your code**

The equality concerns HF in the same orbital basis. The 6-31G value still lies $2.179686-2.168767=0.0109$ Eh above the cc-pVQZ one. A collapse to $E_{\rm HF}$ with two or more occupied orbitals means that the potential basis has enough freedom to meet all ov conditions. A further function adds a direction along which the energy is flat when the other functions can cancel its overlaps with the ov products. The number of flat directions is the number of potential functions minus the rank of their overlap matrix with those products. An odd combination of ov products added to the six even functions above is not flat, since it makes $R\neq0$ and $W$ is positive. Along the flat directions the virtual eigenvalues depend on which solution is found: the gap ranged from 0.288 to 0.422 Eh above at one energy. Converge the orbital basis at a fixed potential basis before enlarging the latter, inspect the eigenvalues of $G$, and plot the potential.

## Computed values

```
H4 spacing 1.8 bohr, 6-31G, M = 8, N = 4, ov products 12
E_HF = -2.1687670553 Eh = -59.01516 eV
HF eps1, eps2, eps3 = -0.682288 -0.440505 0.126955 Eh; gap 0.567459 Eh
Fermi-Amaldi: E-E_HF = 24.47634 mEh = 0.66604 eV, gap 0.22411 Eh
Fermi-Amaldi axis: min -0.6027 Eh, extrema 3; max|t_ai| 0.06117 Eh
diffuse exponent 0.161278 bohr^-2, r = 0.123667
J14-r*J23 = -5.6e-17 Eh; Kx14-r*Kx23 = 0.001360 Eh
eta 1e-02 bohr^-3: E-E_HF 0.0e+00 Eh, residual 1e-10 Eh, gap 0.35614 Eh
  |dv| 35.09 Eh bohr^1.5, axis min -22.32 max 20.13 Eh, extrema 11
eta 1e-04 bohr^-3: E-E_HF 1.8e-15 Eh, residual 1e-10 Eh, gap 0.41476 Eh
  |dv| 63.85 Eh bohr^1.5, axis min -84.6 max 36.88 Eh, extrema 9
eta 1e-06 bohr^-3: E-E_HF 0.0e+00 Eh, residual 1e-10 Eh, gap 0.42163 Eh
  |dv| 180.5 Eh bohr^1.5, axis min -454.8 max 138.5 Eh, extrema 13
eta 1e-08 bohr^-3: E-E_HF 1.8e-15 Eh, residual 6e-10 Eh, gap 0.37524 Eh
  |dv| 510.1 Eh bohr^1.5, axis min -1305 max 301.4 Eh, extrema 17
max axis difference, last two potentials: 851.2 Eh
lowest eigenvalue of A+B 0.43758 Eh
dv scaled by 0.99: exact 1.39110e-06 Eh, second order 1.39120e-06 Eh
lowest E-E_HF of 400 random potentials 15.04687 mEh
k=1: lambda 5.436e-02 bohr^-3, E-E_HF 2.172e-02 Eh, |dv| 0.1495 Eh bohr^1.5
k=2: lambda 3.122e-02 bohr^-3, E-E_HF 6.166e-03 Eh, |dv| 0.4868 Eh bohr^1.5
k=3: lambda 4.249e-03 bohr^-3, E-E_HF 6.166e-03 Eh, |dv| 0.4869 Eh bohr^1.5
k=4: lambda 2.810e-03 bohr^-3, E-E_HF 4.202e-04 Eh, |dv| 0.8318 Eh bohr^1.5
k=5: lambda 1.164e-03 bohr^-3, E-E_HF 8.267e-05 Eh, |dv| 0.8731 Eh bohr^1.5
k=6: lambda 3.331e-05 bohr^-3, E-E_HF 8.882e-16 Eh, |dv| 1.379 Eh bohr^1.5
ov-only linear solution: gap 0.28800 Eh, |dv| 1.379 Eh bohr^1.5
sto-3g: 4 products, lambda 3.216e-03 to 5.069e-02 bohr^-3, |dv| 0.779 Eh bohr^1.5
6-31g: 12 products, lambda 2.121e-05 to 5.876e-02 bohr^-3, |dv| 1.379 Eh bohr^1.5
6-311g: 20 products, lambda 6.479e-07 to 7.438e-02 bohr^-3, |dv| 2.113 Eh bohr^1.5
axis points z (bohr): 0.3 1.8 2.2 3.6
cc-pvtz: E_HF -2.178951 Eh, D (Eh): 0.0030 0.0808 0.1120 0.1151
cc-pvqz: E_HF -2.179686 Eh, D (Eh): 0.0028 0.0803 0.1115 0.1161
spread of D 0.1134 Eh, largest basis change 0.0010 Eh
```
